\section*{Starting-potential dependence of Dirac--Coulomb energies in lithium-like ions, part 2}

How does the valence energy $E(1s^22s)-E(1s^2)$ of a lithium-like ion depend on the starting potential $U$, the same for both ions? Hartree units are used, with $c=1/\alpha=137.036$, a point nucleus and the rest mass subtracted. The no-pair Hamiltonian is $H=H_C+W=H_0+V$, where $H_0=H_C+\mathcal U$, $V=W-\mathcal U$, $H_C=\sum_ih_C(i)$, $W=\sum_{i<j}1/r_{ij}$, $\mathcal U=\sum_iU(r_i)$, $h_C=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2-Z/r$ and $h_U=h_C+U$. The vertex $-U$ is the counterterm. Until Section~4 every $U$ shares the positive-energy space of $h_C$.

Coulomb (C) means $U=0$; core-Hartree (CH) is the Hartree potential of the $1s^2$ density. Kohn--Sham (KS) and Dirac--Slater (DS) use the $1s^22s$ density and add local exchange with $x_\alpha=2/3$ and $1$.

With $Q$ projecting off $\psi_0$,
\begin{equation}
E_n=\langle\psi_0|V|\psi_{n-1}\rangle,\qquad
\psi_n=\frac{Q}{E_0-H_0}\Big(V\psi_{n-1}-\sum_{k=1}^{n}E_k\psi_{n-k}\Big).
\label{rs}
\end{equation}
Let $E^{[n]}(U)=E_0+\dots+E_n$, and let $E^C_m[X]$ be the order-$m$ term for $H_0=H_C$ and perturbation $X$. With $\varepsilon$ multiplying $W$ and $\mathcal U$ ($\varepsilon=1$ in the ion),
\begin{equation}
E-E^{[n]}(U)=\varepsilon^{n+1}E^C_{n+1}[W-\mathcal U]+O(\varepsilon^{n+2}).\label{err}
\end{equation}
For $\alpha Z\ll1$, error and spread (largest minus smallest of the four potentials) scale as $Z^{1-n}$ unless the leading coefficient vanishes.

For occupied $a,b$, empty $m,n$ and orbital energies $\epsilon$, second order is singles (relaxation) plus doubles (correlation):
\begin{equation}
E_2=\sum_{a,m}\frac{|f_{ma}|^2}{\epsilon_a-\epsilon_m}
+\frac14\sum_{ab,mn}\frac{|\langle mn\|ab\rangle|^2}{\epsilon_a+\epsilon_b-\epsilon_m-\epsilon_n},\qquad
f_{ma}=\sum_b\langle mb\|ab\rangle-U_{ma},
\label{e2}
\end{equation}
with $\langle mn\|ab\rangle$ the direct minus exchange integral of $1/r_{12}$, and $f=V_{HF}-U$, where $V_{HF}$ is the Hartree--Fock field.

The example is Ca$^{17+}$ ($Z=20$) in ten $s_{1/2}$, six $p_{1/2}$ and six $p_{3/2}$ radial functions, without the Breit interaction or $l\ge2$. "The table" lists its valence errors $E-E^{[n]}$, repeated in the final listing. There, "predicted shift" is $E^C_{n+1}[W]-E^C_{n+1}[W-\mathcal U]$, "observed" is the extrapolated $(E^{[n]}(U)-E^{[n]}(0))/\varepsilon^{n+1}$, and "c x10" suppresses relativity.

The sum \eqref{e2} is tested against the recursion \eqref{rs}. For the valence energy the singles are $-0.24903$, $0.02098$, $0.00340$, $-0.00710$ hartree (C, CH, KS, DS) and the doubles $-0.00563$, $-0.00522$, $-0.00514$, $-0.00516$. At this order the gain lies in the singles. The singles are converged in this basis and the doubles are not: in the nonrelativistic limit a larger radial basis with $l\le5$ makes each valence doubles value about $0.001$ hartree more negative, nearly the same amount for all four potentials.

\paragraph{Q.} Would any repulsive potential do?

\paragraph{A.} No. Replace $U$ by $sU_{CH}$. Since $f$ is linear in $s$, $E_2^C[W-s\,\mathcal U]=A+Bs+Cs^2$. The values at $s=-1,0,1,2$ are $-1.05130$, $-0.25466$, $0.01387$, $-0.24569$. The second differences are $-1.05130+0.50932+0.01387=-0.5281$ and $-0.25466-0.02774-0.24569=-0.5281$, so $2C=-0.5281$, and $B=(0.01387+1.05130)/2=0.5326$. The vertex is at $s=-B/2C=1.01$; it is the maximum of the parabola, $+0.0139$, not the point of smallest error, since the parabola passes through zero at $s=0.78$ and $1.24$ (about $0.79$ and $1.23$ once the doubles include higher partial waves). Twice the core-Hartree potential is about as poor as none, and the wrong sign is four times worse.

A potential also has to suit the quantity. On $2s$, CH leaves $f=-K_{1s}$, the exchange alone. On $1s_\uparrow$ in the core, $V_{HF}$ is the field $J_{1s}$ of the one other electron while $U=2J_{1s}$, so $f=-J_{1s}$, equal in size at leading order to the Coulomb value $+J_{1s}$. Most of this cancels in the valence difference and none in the total. The total singles are $-0.36211$ (C), $-0.09701$ (CH) and $-0.00507$ (KS), where the local exchange term offsets the self-repulsion. The gain $|\mathrm{err}_C/\mathrm{err}_{CH}|$ at $n=1$ is $3.0$ for the total energy and $17.2$ for the valence energy, and this ordering is tested. The CH valence singles are positive. One positive piece is certain: the replacement $1s_\uparrow\to2s_\uparrow$ lowers the core energy and is blocked in the three-electron ion, which adds $|f_{2s,1s}|^2/(\epsilon_{2s}-\epsilon_{1s})$ to the difference. That it dominates is my conjecture.

\paragraph{Q.} In the table CH hardly beats Coulomb from $n=2$ on.

\paragraph{A.} That is what the numbers show. The CH gains for $n=0$ to $4$ are $19.8$, $17.2$, $1.5$, $1.7$, $1.6$, and the KS gains $5.2$, $143$, $23$, $22$, $27$; only a gain above three at $n=0,1$ is tested. The leading terms of \eqref{err} give $1.301/0.780=1.7$ at $n=2$, near the observed $1.5$; the equation does not promise a large ratio. From $n=2$ to $5$ each order reduces the error by factors $0.073$, $0.064$, $0.062$ for Coulomb, $0.065$, $0.070$, $0.073$ for CH and $0.077$, $0.053$, $0.051$ for KS. Over these orders the three rates are similar and the advantage is mainly a prefactor; the table does not settle whether this persists at higher order. DS behaves differently: its factors are $0.018$, $0.016$, $0.017$, so its gain over Coulomb grows from $5.5$ at $n=2$ to about $330$ at $n=5$. Equation \eqref{err} fixes the power of $Z$ at each order, not how fast the coefficients fall with $n$. The KS gain of $143$ is partly a cancellation, $0.00340-0.00514=-0.0017$, between relaxation and correlation, and so depends on the basis: with doubles through $l=5$ in a larger radial basis it falls to about $90$.

\paragraph{Q.} May I read the spread as the uncertainty of the theory?

\paragraph{A.} As an estimate of its order in $1/Z$, yes; as a bound, no. By \eqref{err} the error contains everything in $E^C_{n+1}[W-\mathcal U]$, while the spread contains only what depends on $U$. At $n=1$ the doubles are in the error and, at leading order, not in the spread. For the total energy of Ca$^{17+}$ KS and DS differ by $0.0061$ hartree while the KS error is $-0.0497$, most of it the doubles, $-0.045$; the inequality is tested. Physics omitted for all potentials, such as the Breit term, is equally invisible.

\section{The floor and the negative-energy states}

\paragraph{Q.} If each potential defines its own positive-energy states, does the spread still go to zero?

\paragraph{A.} Not in no-pair theory. For Sn$^{47+}$, with projectors built from each $h_U$, the valence spread for $n=0$ to $3$ is $24.9$, $0.304$, $5.9\times10^{-4}$, $4.3\times10^{-5}$ hartree. It then rises to $7.14\times10^{-5}$ and settles at $7.16\times10^{-5}$ hartree, or $1.9$ meV. The value at $n=3$ lies below the limit, so the truncation remainder there partly offsets the floor.

One electron shows the cause. Write $h_C=h_U-U$. A static vertex transfers no energy, so between two counterterms the electron propagates at the energy $\epsilon_a$, and the propagator $\sum_n|n\rangle\langle n|/(\epsilon_a-\epsilon_n)$ runs over both branches of the spectrum. Dropping the negative branch omits $\sum_{n<0}|U_{na}|^2/(\epsilon_a-\epsilon_n)$, which is positive because $\epsilon_a-\epsilon_n\approx2c^2$. For $2s$ at $Z=50$ with the CH potential, the full series returns the Dirac energy $-326.4948$ hartree with a residual of $4.5\times10^{-9}$. The positive-only series lies $3.99\times10^{-5}$ too low, against $3.82\times10^{-5}$ from the omitted sum (a larger radial basis raises both by about $0.6\%$). Both statements are tested.

For several electrons at mean-field level, rotate an occupied orbital into a negative-energy state, $a\to a\cos\kappa+n\sin\kappa$. The determinant is linear in each orbital, so $\Phi\to\Phi\cos\kappa+\Phi_a^n\sin\kappa$. Since $H_0$ is diagonal, $\langle\Phi_a^n|H|\Phi\rangle=f_{na}$, taken real. The diagonal energies differ by $\epsilon_n-\epsilon_a$ plus terms of order $Z$, small against $2c^2$. To second order in $\kappa$,
\begin{equation}
E(\kappa)=E(0)+2\kappa f_{na}-\kappa^2(\epsilon_a-\epsilon_n).
\end{equation}
Setting $dE/d\kappa=0$ gives $\kappa=f_{na}/(\epsilon_a-\epsilon_n)$, a maximum, at which $E=E(0)+2f_{na}^2/(\epsilon_a-\epsilon_n)-f_{na}^2/(\epsilon_a-\epsilon_n)$. Different rotations couple only through two-electron integrals and matrix elements of $U$, all of order $Z$, again small against $2c^2$, so the gains add. The maximum $E^*$ over all choices of the positive-energy space refers to no particular $U$. Hence
\begin{equation}
E_{\rm np}(U)\approx E^*-\Delta_{\rm neg}(U),\qquad
\Delta_{\rm neg}=\sum_{a}\sum_{n<0}\frac{|f_{na}|^2}{\epsilon_a-\epsilon_n},
\end{equation}
with corrections of relative order $1/Z$ from relaxation and correlation.

For the size, take $f$ local and $\alpha Z$ small. A positive-energy spinor is $(\varphi,\boldsymbol\sigma\cdot\mathbf p\,\varphi/2c)$ and a negative-energy one $(-\boldsymbol\sigma\cdot\mathbf p\,\chi/2c,\chi)$. Then
\begin{equation}
f_{na}=\frac{1}{2c}\langle\chi|f\,\boldsymbol\sigma\cdot\mathbf p-\boldsymbol\sigma\cdot\mathbf p\,f|\varphi\rangle=\frac{i}{2c}\langle\chi|\boldsymbol\sigma\cdot\nabla f|\varphi\rangle,
\end{equation}
because $[f,\mathbf p]=i\nabla f$ for $\mathbf p=-i\nabla$. Closure over $\chi$, $(\boldsymbol\sigma\cdot\nabla f)^2=|\nabla f|^2$ and the denominator $2c^2$ give $\langle|\nabla f|^2\rangle/8c^4$ per electron. With $\nabla f\sim Z^2$ this is a number times $(\alpha Z)^4$ hartree. For tin $(\alpha Z)^4=0.0177$ and the Coulomb-start $\Delta_{\rm neg}$ of the total energy is $2.9\times10^{-4}$, a coefficient of $0.016$; tin, with $\alpha Z=0.36$, lies outside the small-$\alpha Z$ regime, where the coefficient approaches $0.021$. For small $\alpha Z$ the floor grows as $Z^4$, a law not tested numerically, while the truncation spread falls as $Z^{1-n}$ for $n\ge2$, so the floor is met at lower order as $Z$ rises; in tin it is reached at $n=4$.

\paragraph{Q.} Does adding this term remove the floor, and is the term part of QED?

\paragraph{A.} It removes most of it. The valence correction is a difference of two positive sums and can have either sign. In hartree,
\begin{align*}
\text{C:}\ &-305.6198632+0.0000577=-305.6198055,\\
\text{CH:}\ &-305.6197916-0.0000185=-305.6198101,\\
\text{KS:}\ &-305.6198087-0.0000014=-305.6198100,\\
\text{DS:}\ &-305.6198232+0.0000136=-305.6198096,
\end{align*}
where the last digit reflects rounding, and a larger radial basis moves the corrections by up to $2\times10^{-7}$ hartree. The spread drops from $7.16\times10^{-5}$ to $4.6\times10^{-6}$ hartree, that is from $1.9$ to $0.13$ meV, and for the total energy from $2.7\times10^{-4}$ to $1.1\times10^{-5}$; both reductions are tested. The remainder separates Coulomb from the three screened potentials, which agree to $5\times10^{-7}$, and I take it, as a conjecture, to be the neglected $1/Z$ correction.

For the second question write $f=v-U$ with $v=V_{HF}$, so that $f_{na}^2=v_{na}^2-2v_{na}U_{na}+U_{na}^2$. The last two terms are the diagrams with one photon and one counterterm, and with two counterterms on one line, evaluated with the negative-energy part of the propagator; a QED calculation contains them through its full Green function. The term $v_{na}^2$ belongs with the two-photon diagrams, is independent of $U$ at leading order and drops out of the spread. The two-photon diagrams hold further negative-energy pieces that do not depend on $U$ at this order, so the common value, $-8316$ eV, is a Dirac--Coulomb number freed of most of its projector dependence, and is not yet a QED prediction for the ion.

\section*{Calculated quantities}
\begin{verbatim}
1/alpha = 137.035999; 1 Eh = 27.211386 eV; spinors = 56; columns C CH KS DS
Z=20 Dirac 1s, 2s = -201.076523 -50.336594 Eh; J(1s1s) = 12.599385 Eh
Z=20 eps(1s) [Eh]: -201.07652 -176.55674 -179.55250 -183.03859
Z=20 eps(2s) [Eh]: -50.33659 -42.16825 -41.07826 -41.94028
Z=20 <2s|U|2s> [Eh]: 0.00000 7.89421 9.01486 8.21578
Z=20 exact valence = -42.5608469 Eh = -1158.1396 eV; total = -432.267304 Eh
Z=20 valence term E_0 [Eh]: -50.3365942 -42.1682455 -41.0782637 -41.9402845
Z=20 valence term E_1 [Eh]: 8.0318155 -0.4074493 -1.4807888 -0.6085562
Z=20 valence term E_2 [Eh]: -0.2546649 0.0157586 -0.0017343 -0.0122607
Z=20 valence term E_3 [Eh]: -0.0013012 -0.0009703 -0.0000648 0.0002590
Z=20 n=0 valence error [Eh]: 7.776e+00 -3.926e-01 -1.483e+00 -6.206e-01 spread 9.258e+00
Z=20 n=1 valence error [Eh]: -2.561e-01 1.485e-02 -1.794e-03 -1.201e-02 spread 2.709e-01
Z=20 n=2 valence error [Eh]: -1.403e-03 -9.107e-04 -6.012e-05 2.546e-04 spread 1.658e-03
Z=20 n=3 valence error [Eh]: -1.020e-04 5.956e-05 4.654e-06 -4.461e-06 spread 1.616e-04
Z=20 n=4 valence error [Eh]: -6.544e-06 -4.145e-06 -2.467e-07 7.263e-08 spread 6.617e-06
Z=20 n=5 valence error [Eh]: -4.085e-07 3.034e-07 1.262e-08 -1.252e-09 spread 7.119e-07
Z=20 spread n=0..5 [eV]: 2.519e+02 7.372e+00 4.511e-02 4.396e-03 1.800e-04 1.937e-05
gain |err C/err CH| n=0..4: 19.8 17.2 1.5 1.7 1.6
gain |err C/err KS| n=0..4: 5.2 142.7 23.3 21.9 26.5
total-energy error n=1 [Eh]: -0.4089 -0.1381 -0.0497 -0.0558 | gains CH KS: 3.0 8.2
valence E_2 singles [Eh]: -0.24903 0.02098 0.00340 -0.00710
valence E_2 doubles [Eh]: -0.00563 -0.00522 -0.00514 -0.00516
total E_2 singles [Eh]: -0.36211 -0.09701 -0.00507 -0.01132
total E_2 doubles [Eh]: -0.04542 -0.04540 -0.04519 -0.04515
total n=1: KS-DS spread = 0.0061 Eh, KS error = -0.0497 Eh
valence E2^C[W-s U_CH], s=-1,0,1,2 [Eh]: -1.05130 -0.25466 0.01387 -0.24569
CH without counterterm: limit = -34.94614 Eh, off by 7.61471 Eh
CH E^C_(n+1)[W-U] n=0..3 [Eh]: -4.0556e-01 1.3872e-02 -7.8016e-04 4.6081e-05
CH predicted shift  [Eh]: 8.4374e+00 -2.6854e-01 -5.2108e-04 -1.4153e-04
CH eps->0 observed  [Eh]: 8.4376e+00 -2.6853e-01 -5.2131e-04 -1.4143e-04
KS E^C_(n+1)[W-U] n=0..3 [Eh]: -1.4627e+00 -2.8276e-03 -2.8145e-05 3.3863e-06
KS predicted shift  [Eh]: 9.4945e+00 -2.5184e-01 -1.2731e-03 -9.8834e-05
KS eps->0 observed  [Eh]: 9.4948e+00 -2.5184e-01 -1.2728e-03 -9.8813e-05
c x10, Z=20 spread n=0..3 [Eh]: 9.1783e+00 2.6540e-01 1.7721e-03 1.5811e-04
c x10, Z=40 spread n=0..3 [Eh]: 1.8711e+01 2.6519e-01 8.5998e-04 3.7947e-05
exponents of Z, n=0..3: 1.028 -0.001 -1.043 -2.059
Z=50 (alpha Z)^4 = 0.01772; one electron, Dirac 2s = -326.4948040 Eh
(h+U)-U miss: all states -4.5e-09, positive only 3.988e-05, neg. sum 3.823e-05 Eh
Z=50 valence spread n=0..3 [Eh]: 2.489e+01 3.038e-01 5.882e-04 4.327e-05
Z=50 valence spread n=4..7 [Eh]: 7.143e-05 7.154e-05 7.156e-05 7.156e-05
Z=50 no-pair valence [Eh]: -305.6198632 -305.6197916 -305.6198087 -305.6198232
Z=50 Delta_neg valence [Eh]: 5.770e-05 -1.848e-05 -1.355e-06 1.363e-05
Z=50 Delta_neg total [Eh]: 2.880e-04 2.012e-04 1.040e-05 4.810e-05
Z=50 valence + Delta_neg [Eh]: -305.6198055 -305.6198101 -305.6198100 -305.6198096
valence floor 7.156e-05 -> 4.614e-06 Eh (1.947 -> 0.126 meV)
total floor 2.670e-04 -> 1.060e-05 Eh
Z=50 valence, KS + Delta_neg = -8316.339 eV
\end{verbatim}
